# First Thickness Correction to Stoney Curvature in One-Sided Oxidation: a program that tests the result

```python
# Result under test: curvature of a metal sheet with a scale on one face,
#   kappa / kappa_Stoney = (1+r)/(1+4mr+6mr^2+4mr^3+m^2 r^4)
#                        = 1 + r - 4mr + (16m^2-10m) r^2 + ...
# r = scale thickness / remaining metal thickness
# m = biaxial modulus of scale / biaxial modulus of metal, modulus = E/(1-nu)
# kappa_Stoney = 6 * mismatch * m * r / metal thickness
# mismatch = free in-plane strain of the scale relative to the metal (fixed).
# The independent side solves the layered plate from Hooke's law by quadrature.
# Lengths in mm and moduli in GPa inside the program, unless a name says otherwise.
import numpy as np


def inplane_stiffness(E, nu):
    """3D Hooke's law for normal strains, condensed to zero normal stress."""
    compliance = ((1 + nu) * np.eye(3) - nu * np.ones((3, 3))) / E
    C = np.linalg.inv(compliance)
    return C[:2, :2] - np.outer(C[:2, 2], C[2, :2]) / C[2, 2]


def solve_plate(layers, points=3):
    """Minimise elastic energy; return stretches x,y and curvatures x,y."""
    nodes, weights = np.polynomial.legendre.leggauss(points)
    A, load = np.zeros((4, 4)), np.zeros(4)
    for bottom, top, E, nu, free_strain in layers:
        Q = inplane_stiffness(E, nu)
        half = (top - bottom) / 2
        for x, w in zip(nodes, weights):
            z = (top + bottom) / 2 + half * x
            B = np.hstack([np.eye(2), z * np.eye(2)])
            A += w * half * B.T @ Q @ B
            load += w * half * B.T @ Q @ (free_strain * np.ones(2))
    return np.linalg.solve(A, load)


def bilayer(h, t, E_met, nu_met, E_ox, nu_ox, strain, points=3):
    return solve_plate([(-h / 2, h / 2, E_met, nu_met, 0.0),
                        (h / 2, h / 2 + t, E_ox, nu_ox, strain)], points)


def closed_ratio(r, m):
    return (1 + r) / (1 + 4*m*r + 6*m*r**2 + 4*m*r**3 + m**2*r**4)


def extrapolate(f, x):
    """Limit of f at zero argument, with the linear error removed."""
    return 2 * f(x / 2) - f(x)


# Tests on unit metal thickness and unit mismatch, with unequal Poisson ratios
nu_a, nu_b, E_a = 0.33, 0.18, 100.0
M_a = E_a / (1 - nu_a)
for m in (0.1, 0.25, 1.0, 2.5):
    E_b = m * M_a * (1 - nu_b)

    def state(r):
        return bilayer(1.0, r, E_a, nu_a, E_b, nu_b, 1.0)

    def ratio(r):
        return state(r)[2] / (6 * m * r)

    def mean_stress(r):
        q = state(r)
        return 1 - q[0] - q[2] * (1 + r) / 2

    for r in (0.003, 0.05, 0.4, 1.5):
        q = state(r)
        assert abs(q[0] - q[1]) < 1e-10 and abs(q[2] - q[3]) < 1e-10
        assert abs(ratio(r) - closed_ratio(r, m)) < 1e-10
        from_stress = mean_stress(r) * (1 + r) / (1 + m * r**3)
        assert abs(ratio(r) - from_stress) < 1e-9
    first = extrapolate(lambda r: (ratio(r) - 1) / r, 1e-4)
    assert abs(first - (1 - 4 * m)) < 1e-4
    second = extrapolate(
        lambda r: (ratio(r) - 1 - (1 - 4*m) * r) / r**2, 2e-4)
    assert abs(second - (16 * m**2 - 10 * m)) < 5e-3
    relaxation = extrapolate(lambda r: (1 - mean_stress(r)) / r, 1e-4)
    assert abs(relaxation - 4 * m) < 1e-4
    stretch_part = extrapolate(lambda r: state(r)[0] / r, 1e-4)
    bending_part = extrapolate(lambda r: state(r)[2] / (2 * r), 1e-4)
    assert abs(stretch_part - m) < 1e-4
    assert abs(bending_part - 3 * m) < 1e-4

    # Initial metal thickness is one; b = scale thickness per metal loss
    for b in (1.3, 2.0):
        def initial_ratio(r0):
            q = bilayer(1 - r0 / b, r0, E_a, nu_a, E_b, nu_b, 1.0)
            return q[2] / (6 * m * r0)
        slope = extrapolate(lambda x: (initial_ratio(x) - 1) / x, 1e-4)
        assert abs(slope - (1 - 4 * m + 2 / b)) < 1e-4


def membrane_energy(nu):
    """Mean membrane energy for unit E, thickness, radius and curvature."""
    nodes, weights = np.polynomial.legendre.leggauss(12)
    Q = inplane_stiffness(1.0, nu)
    powers = np.array([1, 3, 5])
    A, b, constant = np.zeros((3, 3)), np.zeros(3), 0.0
    for x, w in zip((nodes + 1) / 2, weights / 2):
        B = np.vstack([powers * x**(powers - 1), x**(powers - 1)])
        bending_strain = np.array([x**2 / 2, 0.0])
        area_weight = 2 * x * w
        A += area_weight * B.T @ Q @ B
        b += area_weight * B.T @ Q @ bending_strain
        constant += area_weight * bending_strain @ Q @ bending_strain
    return (constant - b @ np.linalg.solve(A, b)) / 2


for nu in (0.0, 0.3, 0.45):
    assert abs(membrane_energy(nu) - 1 / 384) < 1e-12

# Example: rough typical values for alumina on a FeCrAl-type alloy
h_um, t_um, radius_mm = 300.0, 3.0, 5.0
E_met, nu_met, E_ox, nu_ox = 210.0, 0.30, 390.0, 0.25
alpha_met, alpha_ox = 15.0e-6, 8.5e-6
T_hot, T_cold = 1000.0, 20.0
h, t = h_um / 1000, t_um / 1000
M_met, M_ox = E_met / (1 - nu_met), E_ox / (1 - nu_ox)
m, r = M_ox / M_met, t / h
strain = (alpha_met - alpha_ox) * (T_hot - T_cold)
q = bilayer(h, t, E_met, nu_met, E_ox, nu_ox, strain)
kappa = q[2] * 1000
stoney = 6 * strain * m * r / h * 1000
first_factor = 1 + r - 4 * m * r
full_factor = kappa / stoney
assert abs(full_factor - closed_ratio(r, m)) < 1e-10
refined = bilayer(h, t, E_met, nu_met, E_ox, nu_ox, strain, 8)[2] * 1000
assert abs(refined / kappa - 1) < 1e-9
scale_stress = M_ox * (q[0] + q[2] * (h + t) / 2 - strain)
metal_top = M_met * (q[0] + q[2] * h / 2) * 1000
metal_back = M_met * (q[0] - q[2] * h / 2) * 1000

print(f"Metal thickness: {h_um:.0f} um; scale: {t_um:.1f} um")
print(f"Disc radius: {radius_mm:.1f} mm")
print(f"Metal E: {E_met:.0f} GPa; Poisson ratio: {nu_met:.2f}")
print(f"Scale E: {E_ox:.0f} GPa; Poisson ratio: {nu_ox:.2f}")
print(f"Metal biaxial modulus: {M_met:.1f} GPa")
print(f"Scale biaxial modulus: {M_ox:.1f} GPa")
print(f"Metal expansion: {alpha_met*1e6:.1f} 1e-6/K")
print(f"Scale expansion: {alpha_ox*1e6:.1f} 1e-6/K")
print(f"Cooling: {T_hot:.0f} to {T_cold:.0f} deg C")
print(f"Thickness ratio r: {r:.5f}; modulus ratio m: {m:.5f}")
print(f"Mismatch strain: {strain*100:.4f} percent")
print(f"Unrelaxed scale stress: {-M_ox*strain:.4f} GPa")
print(f"Stoney curvature: {stoney:.5f} 1/m")
print(f"Lever-arm term r: {r:+.5f}")
print(f"Relaxation term -4mr: {-4*m*r:+.5f}")
print(f"First-order factor: {first_factor:.5f}")
print(f"First-order curvature: {stoney*first_factor:.5f} 1/m")
print(f"Second-order term: {(16*m*m-10*m)*r*r:+.5f}")
print(f"Complete bilayer factor: {full_factor:.5f}")
print(f"Complete bilayer curvature: {kappa:.5f} 1/m")
print(f"Radius of curvature: {1/kappa:.4f} m")
print(f"Rise from centre to rim: {kappa*radius_mm**2/2:.2f} um")
print(f"Quadrature refinement shift: {abs(refined-kappa):.1e} 1/m")
print(f"Mean scale stress: {scale_stress:.4f} GPa")
print(f"Metal stress at interface: {metal_top:.1f} MPa")
print(f"Metal stress at back face: {metal_back:.1f} MPa")
print(f"Mismatch error using Stoney: {(full_factor-1)*100:.2f} percent")
first_error = (full_factor / first_factor - 1) * 100
print(f"Mismatch error using first order: {first_error:+.2f} percent")
print("Sweep: scale um, Stoney 1/m, first factor, full factor")
for scale_um in (1.0, 3.0, 6.0, 15.0):
    rr = scale_um / h_um
    qq = bilayer(h, scale_um/1000, E_met, nu_met, E_ox, nu_ox, strain)
    ss = 6 * strain * m * rr / h * 1000
    ff = 1 + rr - 4 * m * rr
    print(f"  {scale_um:4.1f}  {ss:.5f}  {ff:.5f}  {qq[2]*1000/ss:.5f}")

# Sizes of neglected effects; inputs here are rough scenario values
creep_K, growth_GPa, back_um, b = 200.0, 0.5, 0.1, 1.3
yield_MPa = 450.0
creep_loss = creep_K / (T_hot - T_cold)
growth_gain = growth_GPa / M_ox / strain
back = back_um / 1000
q_back = solve_plate([(-h/2-back, -h/2, E_ox, nu_ox, strain),
                      (-h/2, h/2, E_met, nu_met, 0.0),
                      (h/2, h/2+t, E_ox, nu_ox, strain)])
back_change = q_back[2] / q[2] - 1
h_initial = h + t / b
initial_stoney = 6 * strain * m * t / h_initial**2 * 1000
K = (kappa / 1000) * radius_mm**2 / (4 * h)
large_change = (1 - nu_met) * K**2
elastic_strain = scale_stress / M_ox
energy = abs(scale_stress * elastic_strain) * 1e9 * t_um * 1e-6
assert large_change < 0.01
assert max(abs(metal_top), abs(metal_back)) < yield_MPa
print(f"Creep relaxes first {creep_K:.0f} K: {-creep_loss*100:.1f} percent")
print(f"Growth stress {growth_GPa:.1f} GPa: {growth_gain*100:+.1f} percent")
print(f"Back scale {back_um:.1f} um: {back_change*100:+.2f} percent")
print(f"Scale thickness per metal loss b: {b:.2f}")
print(f"Initial metal thickness: {h_initial*1000:.2f} um")
print(f"Stoney with initial metal: {initial_stoney:.5f} 1/m")
print(f"Change from using it: {(initial_stoney/stoney-1)*100:+.2f} percent")
print(f"Large-deflection parameter K: {K:.5f}")
print(f"Large-deflection change: {-large_change*100:.3f} percent")
print(f"Rough metal yield stress: {yield_MPa:.0f} MPa")
print(f"Interface stress / yield stress: {metal_top/yield_MPa:.3f}")
print(f"Stored scale energy: {energy:.1f} J/m2")
print("OK")
```

Printed output:

```
Metal thickness: 300 um; scale: 3.0 um
Disc radius: 5.0 mm
Metal E: 210 GPa; Poisson ratio: 0.30
Scale E: 390 GPa; Poisson ratio: 0.25
Metal biaxial modulus: 300.0 GPa
Scale biaxial modulus: 520.0 GPa
Metal expansion: 15.0 1e-6/K
Scale expansion: 8.5 1e-6/K
Cooling: 1000 to 20 deg C
Thickness ratio r: 0.01000; modulus ratio m: 1.73333
Mismatch strain: 0.6370 percent
Unrelaxed scale stress: -3.3124 GPa
Stoney curvature: 2.20827 1/m
Lever-arm term r: +0.01000
Relaxation term -4mr: -0.06933
First-order factor: 0.94067
First-order curvature: 2.07724 1/m
Second-order term: +0.00307
Complete bilayer factor: 0.94359
Complete bilayer curvature: 2.08370 1/m
Radius of curvature: 0.4799 m
Rise from centre to rim: 26.05 um
Quadrature refinement shift: 3.1e-15 1/m
Mean scale stress: -3.0946 GPa
Metal stress at interface: 124.7 MPa
Metal stress at back face: -62.8 MPa
Mismatch error using Stoney: -5.64 percent
Mismatch error using first order: +0.31 percent
Sweep: scale um, Stoney 1/m, first factor, full factor
   1.0  0.73609  0.98022  0.98056
   3.0  2.20827  0.94067  0.94359
   6.0  4.41653  0.88133  0.89248
  15.0  11.04133  0.70333  0.76444
Creep relaxes first 200 K: -20.4 percent
Growth stress 0.5 GPa: +15.1 percent
Back scale 0.1 um: -3.52 percent
Scale thickness per metal loss b: 1.30
Initial metal thickness: 302.31 um
Stoney with initial metal: 2.17468 1/m
Change from using it: -1.52 percent
Large-deflection parameter K: 0.04341
Large-deflection change: -0.132 percent
Rough metal yield stress: 450 MPa
Interface stress / yield stress: 0.277
Stored scale energy: 55.2 J/m2
OK
```
